# Divalent and tetravalent silicon dissolution from anodic charge and hydrogen volume

**The experiment**

A silicon wafer is the anode of a cell filled with aqueous hydrofluoric acid. A current dissolves silicon and leaves a porous layer. The anode and cathode compartments are separated, so that the gas from each can be collected alone. All dissolved silicon ends up as the ion $\mathrm{SiF_6^{2-}}$, but each atom takes one of two routes:

- the divalent route, which releases one $\mathrm{H_2}$ molecule at the anode per atom;
- the tetravalent route, which releases no hydrogen at the anode.

Unless a part says otherwise, assume that all the charge passed dissolves silicon, that no silicon dissolves without current, and that all anodic hydrogen is collected as an ideal gas.

The data are round numbers:

- wafer area 5.0 cm², current density 50 mA/cm², time 10 min;
- anodic gas volume 13.0 mL, collected over water at 295 K and a total pressure of 760 Torr;
- water vapour pressure roughly 20 Torr.

Use $F=96485$ C/mol for the Faraday constant, $R=8.3145$ J/(mol K), and 28.085 g/mol for the molar mass of silicon. The symbol $Q$ is the charge passed, taken positive, and $n_H$ is the amount of $\mathrm{H_2}$ from the anode.

**(a) How many electrons does an atom send to the external circuit by each route?**

*Answer.* Let one atom release $h$ molecules of hydrogen. With unknown coefficients $a$, $b$ and $e$, the anode reaction is

$$\mathrm{Si}+a\,\mathrm{HF}\rightarrow \mathrm{SiF_6^{2-}}+b\,\mathrm{H^+}+h\,\mathrm{H_2}+e\,\mathrm{e^-}.$$

Fluorine is conserved, so $a=6$. Hydrogen is conserved, so $6=b+2h$, or $b=6-2h$. The left side is neutral, so the charges on the right add to zero:

$$-2+b-e=0 .$$

Therefore

$$e=b-2=4-2h .$$

For $h=1$ this gives $e=2$, and for $h=0$ it gives $e=4$. These are the numbers to which the names of the routes refer.

The result has a simple reading. In $\mathrm{SiF_6^{2-}}$ silicon has oxidation state $+4$, so each atom gives up four electrons by either route. In the divalent route two of them go to the circuit and two reduce protons to one $\mathrm{H_2}$. In the tetravalent route all four go to the circuit. The hydrogen thus records the electrons that the ammeter misses.

**(b) Find the fractions $x_2$ and $x_4$ of dissolved atoms that leave by the two routes, in terms of $r=Fn_H/Q$. Find also the mean number of electrons per atom and the share of the charge carried by the divalent route.**

*Answer.* Let $n_2$ and $n_4$ be the amounts of silicon, in moles, dissolved by the two routes. Counting hydrogen and then electrons gives

$$n_H=n_2,\qquad \frac{Q}{F}=2n_2+4n_4 .$$

Put the first equation into the second and solve for $n_4$:

$$n_4=\frac14\left(\frac{Q}{F}-2n_H\right)=\frac{Q}{4F}-\frac{n_H}{2}.$$

The total amount dissolved is

$$N=n_2+n_4=n_H+\frac{Q}{4F}-\frac{n_H}{2}=\frac{Q}{4F}+\frac{n_H}{2}.$$

Since $n_H=rQ/F$, these amounts become

$$n_2=\frac{Q}{4F}\,4r,\qquad n_4=\frac{Q}{4F}(1-2r),\qquad N=\frac{Q}{4F}(1+2r).$$

The common factor cancels on division by $N$:

$$x_2=\frac{4r}{1+2r},\qquad x_4=\frac{1-2r}{1+2r}.$$

Their sum is $(1+2r)/(1+2r)=1$, as it must be. The quantity $r$ is the number of hydrogen molecules released per elementary charge passed.

The mean number of electrons per atom, called the mean valence $v$, is

$$v=\frac{Q}{FN}=\frac{4}{1+2r}.$$

It is also the average of 2 and 4 weighted by the atom fractions, $v=2x_2+4(1-x_2)=4-2x_2$.

The divalent route carries the charge $2Fn_2$, so its share of the charge is $2Fn_H/Q=2r$. This is not the atom fraction. The difference is

$$x_2-2r=\frac{4r-2r(1+2r)}{1+2r}=\frac{2r(1-2r)}{1+2r},$$

which is positive for $0<r<\tfrac12$ and vanishes at both ends of that range. A divalent atom carries less charge than a tetravalent one, so the divalent route has a smaller share of the charge than of the atoms.

**(c) What values of $r$ are possible? Describe the two limits, and say what a value outside the range means.**

*Answer.* Neither amount can be negative. From $n_2\ge0$ follows $r\ge0$, and from $n_4\ge0$ follows $1-2r\ge0$. Hence

$$0\le r\le\tfrac12 .$$

At $r=0$ no hydrogen appears at the anode, $x_4=1$ and $v=4$. At $r=\tfrac12$ there is one molecule for every two electrons, $x_2=1$ and $v=2$. For a fixed charge, the second limit dissolves twice as much silicon as the first, because each atom then needs half as many electrons from the circuit.

A measured $r$ above $\tfrac12$, by more than its error, would require a negative amount of tetravalent silicon. Then either a measurement is wrong or an assumption has failed: for example, cathodic gas has entered the collector, or silicon has dissolved without current.

**(d) Evaluate the fractions, the mean valence and the dissolved mass for the data. How much does $x_2$ change if the water vapour is forgotten?**

*Answer.* The current is $5.0\times50=250$ mA and the time is 600 s, so

$$Q=0.250\times600=150\ \mathrm{C},\qquad \frac{Q}{F}=1.5546\ \mathrm{mmol}.$$

The collected gas is a mixture of hydrogen and water vapour. Its total pressure is the sum of the two partial pressures, so hydrogen has $760-20=740$ Torr, which is $9.866\times10^4$ Pa. The ideal gas law gives

$$n_H=\frac{(9.866\times10^4)(13.0\times10^{-6})}{8.3145\times295}\ \mathrm{mol}=0.5229\ \mathrm{mmol}.$$

Hence $r=0.5229/1.5546=0.3364$, and to four digits $2r=0.6727$. The fractions are

$$x_2=\frac{1.3454}{1.6727}=0.804,\qquad x_4=\frac{0.3273}{1.6727}=0.196 .$$

So about 80% of the atoms leave by the divalent route and 20% by the tetravalent route. The divalent route carries 67% of the charge, and the mean valence is $4/1.6727=2.39$.

The total amount is $N=1.5546/4+0.5229/2=0.6501$ mmol, and its mass is

$$0.6501\times28.085=18.26\ \mathrm{mg}.$$

Spread evenly over the wafer as solid silicon, this would be a layer 15.7 µm thick. The porous layer itself is thicker, because part of the silicon remains in it. The limits of part (c) put the result in context: the same charge would dissolve $0.3887$ mmol, or 10.9 mg, by the tetravalent route alone, and $0.7773$ mmol, or 21.8 mg, by the divalent route alone.

If the vapour is forgotten, $n_H$ is too large by the factor $760/740$ and $x_2$ comes out as 0.817. The error of 0.013 is avoidable and, as part (f) shows, larger than the instrument error.

**(e) Suppose that the compartments are not separated and gas from both electrodes is collected. The cathode makes hydrogen with all of the current. Can the fractions still be found?**

*Answer.* Yes, but the formula changes. At the cathode $2\mathrm{H^+}+2\mathrm{e^-}\rightarrow\mathrm{H_2}$, so the cathode releases $Q/(2F)=0.7773$ mmol. Per dissolved atom, the anode gives $h$ molecules and the cathode gives $e/2$. Their sum is

$$h+\frac{4-2h}{2}=2 ,$$

whichever route is taken. The total gas $n_{\rm cell}$ therefore measures the amount of silicon, $N=n_{\rm cell}/2$, and says nothing about the split until it is combined with the charge. From $v=Q/(FN)$ and $x_2=(4-v)/2$,

$$x_2=2-\frac{Q}{F\,n_{\rm cell}} .$$

In the example $n_{\rm cell}=0.5229+0.7773=1.3002$ mmol, and $x_2=2-1.5546/1.3002=0.804$, as before.

Putting $n_{\rm cell}$ into the formula of part (b) would be wrong. It would give $r=0.836$, which lies above $\tfrac12$ and so exposes the mistake. In general the cathode adds $\tfrac12$ to $r$, so the false value is at least $\tfrac12$. It equals $\tfrac12$ when the anode makes no hydrogen. In that case the range test fails to give a warning, and wholly tetravalent dissolution would be taken for wholly divalent.

**(f) The independent standard errors are 0.2 mL in volume, 0.5% in charge, 1 K in temperature and 2 Torr in the hydrogen pressure. Find the standard error of $x_2$.**

*Answer.* For small errors, differentiate $x_2$ with the quotient rule:

$$\frac{dx_2}{dr}=\frac{4(1+2r)-4r\cdot2}{(1+2r)^2}=\frac{4}{(1+2r)^2}.$$

Divide by $x_2=4r/(1+2r)$ to obtain relative errors:

$$\frac{\delta x_2}{x_2}=\frac{1}{1+2r}\,\frac{\delta r}{r}.$$

The factor falls from 1 at $r\to0$ to $\tfrac12$ at $r=\tfrac12$. An increase in $n_H$ raises both $n_2$ and $N$, which softens its effect on their ratio.

Because $r$ is proportional to $pV/(TQ)$, with $p$ the hydrogen pressure, the independent relative errors add in squares. They are $0.2/13.0=1.54\%$ for volume, $0.50\%$ for charge, $1/295=0.34\%$ for temperature and $2/740=0.27\%$ for pressure:

$$\frac{\delta r}{r}=\sqrt{1.538^2+0.500^2+0.339^2+0.270^2}\,\%=1.67\%.$$

Then $\delta x_2=0.804\times0.0167/1.673=0.008$. The volume reading dominates. As a test of the linear formula, 200,000 sets of readings were drawn from normal distributions with these errors; the resulting $x_2$ had a standard deviation of 0.0080, against 0.0081 from the formula.

Since $x_4=1-x_2$, it has the same absolute error. Relative to $x_4$ itself this is $0.0081/0.1957=4\%$, so the minority route is known less well in proportion.

**(g) Now let an amount $n_0$ of silicon dissolve chemically, with no current. How do the fractions change? Would weighing the wafer reveal it?**

*Answer.* Without current $e=0$, and part (a) gives $h=2$. The balances become

$$n_H=n_2+2n_0,\qquad \frac{Q}{F}=2n_2+4n_4 .$$

Thus $n_2=n_H-2n_0$, and

$$n_4=\frac{Q}{4F}-\frac{n_2}{2}=\frac{Q}{4F}-\frac{n_H}{2}+n_0 .$$

In the total, the terms in $n_0$ cancel:

$$n_2+n_4+n_0=\frac{Q}{4F}+\frac{n_H}{2}+(-2+1+1)n_0=\frac{Q}{4F}+\frac{n_H}{2}.$$

So $N$ is the same function of $Q$ and $n_H$ as before. The reason is electron conservation: every atom gives up four electrons, and each is counted either in the charge or in the hydrogen. With $N$ unchanged, the fractions of part (b) are corrected to

$$x_2\rightarrow x_2-\frac{2n_0}{N},\qquad x_4\rightarrow x_4+\frac{n_0}{N},$$

and the remaining fraction $n_0/N$ is chemical.

The mass loss predicted from $Q$ and $n_H$ is therefore right whether or not $n_0$ is zero, and weighing cannot reveal this process. A blank run without current, on a wafer with a similar porous layer, can estimate it if the chemical rate is the same with and without current. The finished layer exposes its full wall area from the start. If the area grew linearly during the experiment, a blank of equal length therefore dissolves about $2n_0$, and its result must be halved.

Weighing does respond to lost gas. If an amount $d$ of hydrogen escapes collection, the true $N$ exceeds the calculated one by $d/2$. For $d=0.0234$ mmol, the excess mass is $0.0117\times28.085=0.33$ mg, so the weighing must be good to about 0.1 mg to be useful. The predicted mass has a standard error of its own, about 0.13 mg with the instrument errors of part (f), so even then a loss of this size stands out by only about two standard errors.

**(h) Estimate the main effects that the simple model leaves out, and state what may be concluded about the wafer.**

*Answer.* The estimates below use rough or trial inputs, and each shows how far a correction would move $x_2$ from 0.804.

*Hydrogen dissolved in the electrolyte.* Its solubility in water is roughly 0.8 mmol/(L atm). If 30 mL of electrolyte starts free of hydrogen and becomes saturated, it holds

$$0.8\times0.030\times\frac{740}{760}=0.0234\ \mathrm{mmol}.$$

Supersaturation would store more. The estimate assumes that the electrolyte also starts free of other gases. If it starts saturated with air, it can release roughly 0.02 mmol of nitrogen and oxygen into the collected gas. This would be counted as hydrogen and could nearly cancel the loss. Bubbling hydrogen through the electrolyte beforehand reduces both errors.

*Hydrogen held on the pore walls.* The dissolved silicon had a solid volume of $7.84\times10^{-3}$ cm³. Take a porosity of 0.70, meaning that 70% of the layer's volume has been removed, and neglect any retreat of the outer surface. The layer then fills 0.0112 cm³. With 200 m² of wall per cm³, a rough value for heavily doped p-type silicon, the wall area is 2.24 m². Layers on lightly doped p-type silicon can have several times more. At roughly 10 hydrogen atoms per nm², the walls hold the equivalent of 0.0186 mmol of $\mathrm{H_2}$. This is treated as divalent hydrogen that failed to reach the collector.

*Chemical dissolution.* Let the walls dissolve at a trial rate of 0.01 nm/min. Their area grows linearly from zero, so its time average is 1.12 m². In 10 min the volume removed is $1.12\ \mathrm{m^2}\times0.1\ \mathrm{nm}$, which contains $n_0=0.0093$ mmol.

*Smaller effects.* The trial values are 5 Torr of HF vapour in the collected gas and a 1% leakage current that bypasses the silicon. Non-ideality is estimated from a rough second virial coefficient of 14 cm³/mol for hydrogen.

| Effect, taken alone | Change of $x_2$ |
|---|---|
| Chemical dissolution | −0.029 |
| Dissolved hydrogen | +0.021 |
| Hydrogen on walls | +0.017 |
| Leakage current | +0.005 |
| HF vapour | −0.003 |
| Non-ideal gas | −0.0003 |

With these inputs, chemical dissolution and wall storage involve equal amounts of hydrogen, $2n_0=0.0186$ mmol and 0.0186 mmol, yet their shifts differ in size. Adding stored hydrogen also raises $N$, which reduces the shift by the factor $1/(1+2r)=0.60$ found in part (f). Chemical dissolution leaves $N$ unchanged.

Applied together, the corrections give 0.815 divalent, 0.171 tetravalent and 0.014 chemical. The net change of $+0.011$ in $x_2$ is small because larger terms of opposite sign partly cancel. That cancellation depends on the trial inputs and is no evidence of accuracy.

The data resemble the formation of porous layers on p-type silicon in fairly concentrated HF, where the mean valence lies, roughly, between 2 and 3. The value 2.39 is in that range. In the electropolishing regime, reached at higher current density or in more dilute acid, the valence approaches 4 and $r$ tends to zero. In a real cell the assumptions most in doubt here are complete gas collection and the absence of chemical dissolution. For the inputs above, dissolved hydrogen, hydrogen on the walls and chemical dissolution, each taken alone, move $x_2$ by 0.02 to 0.03, two to four times the instrument error. If these inputs suit the wafer, the justified conclusion is that about four fifths of the atoms dissolved by the divalent route, with a systematic uncertainty of a few hundredths. With three times the wall area and the same etch rate, the wall and chemical shifts would be about $+0.05$ and $-0.09$, so the wall area of the actual layer matters.

The analysis does not carry over unchanged to isotropic etching with a dissolved oxidant such as nitric acid. The oxidant accepts electrons from silicon that appear neither in the measured charge nor in the hydrogen. The balance $4N=Q/F+2n_H$ then lacks a term, and $Q$ and $n_H$ alone no longer determine the amount dissolved. The program carries unrounded values throughout, so a last digit may differ from one recomputed from the rounded numbers in these answers.

## Computed results

```
Electrons per atom, divalent: 2
Electrons per atom, tetravalent: 4
Whole-cell H2 per dissolved atom: 2
Faraday constant: 96485.332 C/mol
Gas constant: 8.314463 J/(mol K)
Area: 5.0 cm2
Current density: 50.0 mA/cm2
Time: 10.0 min
Wet anodic gas volume: 13.0 mL
Temperature: 295.0 K
Total pressure: 760.0 Torr
Rough water vapour pressure: 20.0 Torr
Dry hydrogen pressure: 740.0 Torr
Charge Q: 150.00 C
Electrons Q/F: 1.5546 mmol
Anodic hydrogen n_H: 0.5229 mmol
Ratio r: 0.3364 (dimensionless)
Divalent atoms n2: 0.5229 mmol
Tetravalent atoms n4: 0.1272 mmol
Total dissolved N: 0.6501 mmol
Divalent atom fraction x2: 0.8043 = 80.4 %
Tetravalent atom fraction x4: 0.1957 = 19.6 %
Divalent share of charge: 0.6727 (fraction)
Mean valence: 2.3913 electrons/atom
Silicon molar mass: 28.085 g/mol
Dissolved silicon mass: 18.26 mg
Equivalent solid thickness: 15.68 um
Cathodic hydrogen: 0.7773 mmol
Mistaken r with cathode gas: 0.8364
x2 if water vapour is ignored: 0.8172
Standard errors V, T, P: 0.2 mL, 1.0 K, 2.0 Torr
Standard error of Q: 0.75 C
Relative standard error of r: 1.67 %
Standard error of x2, formula: 0.0081
Standard error of x2, sampling: 0.0080
Electrolyte volume: 30.0 mL
Rough H2 solubility: 0.8 mmol/(L atm)
Dissolved H2 at saturation: 0.0234 mmol
Trial porosity: 0.70 (fraction)
Rough wall area density: 200 m2/cm3
Final pore-wall area: 2.24 m2
Rough wall hydrogen density: 10 atoms/nm2
H held on walls, as H2: 0.0186 mmol
Trial chemical etch rate: 0.010 nm/min
Chemically dissolved Si: 0.0093 mmol
Trial HF pressure, leakage: 5.0 Torr, 1.0 %
Rough H2 second virial coefficient: 14.0 cm3/mol
Change of x2, H2 dissolved in electrolyte: +0.02111
Change of x2, H held on pore walls: +0.01686
Change of x2, chemical dissolution: -0.02857
Change of x2, HF vapour in gas: -0.00326
Change of x2, leakage current: +0.00484
Change of x2, gas non-ideality: -0.00027
Largest single shift of x2: chemical dissolution
All effects together, x2 and x4: 0.8154, 0.1707
All effects, chemical fraction: 0.0140
```
